Fano Profile of One Discrete State Coupled to One Continuum

**Definitions and conventions**

A discrete state φ has energy E_φ and lies within a continuum of states ψ_E. An example is a doubly excited atomic state that can eject an electron. The states φ and ψ_E are not eigenstates of the full Hamiltonian H; they diagonalize it separately within the discrete and continuous subspaces:

<φ|φ> = 1, <φ|ψ_E> = 0, <ψ_E|ψ_E'> = δ(E−E'), (1)

<φ|H|φ> = E_φ, <ψ_E|H|ψ_E'> = E δ(E−E'), <ψ_E|H|φ> = V_E. (2)

Since ψ_E is normalized per unit energy, V_E has the dimension of the square root of an energy, and V_E² is an energy. Integrals over E' run over the whole continuum, and P denotes the principal value.

A weak perturbation T, such as the electric dipole operator, excites the system from an initial state i. Define

t_E = <ψ_E|T|i>. (3)

Time-reversal symmetry is assumed, with phases chosen so that V_E, t_E and <φ|T|i> are real. The energies considered are those where V_E and t_E are nonzero. There is one continuum, and decay by any other route is neglected. The excitation probability is taken to first order in T, so it is proportional to |<Ψ_E|T|i>|², where Ψ_E is an eigenstate of H. Smooth prefactors that depend on the photon energy are left out.

**The eigenvalue equations**

Write the eigenstate of energy E as

Ψ_E = a φ + ∫ b_E' ψ_E' dE', (4)

where a and b_E' also depend on E. Projecting HΨ_E = EΨ_E on φ and on ψ_E', with (1) and (2), gives

E_φ a + ∫ V_E' b_E' dE' = E a, (5)

V_E' a + E' b_E' = E b_E'. (6)

Equation (6) says (E−E') b_E' = V_E' a. Division by E−E' leaves the value at E' = E undetermined. Because (E−E') δ(E−E') = 0, a delta function of any strength may be added to the principal-value solution. Calling that strength z V_E a,

b_E' = [P 1/(E−E') + z δ(E−E')] V_E' a. (7)

Insert (7) into (5) and divide by a:

E − E_φ = F(E) + z V_E², (8)

F(E) = P∫ V_E'²/(E−E') dE'. (9)

Therefore

z = (E − E_φ − F(E))/V_E². (10)

There is a solution at each E in the continuum, so the coupling does not select a discrete energy there. It distributes φ over the eigenstates. The function F is an energy shift: continuum states below E contribute positively and push the level up, while those above E push it down.

**Normalization**

The remaining constant a follows from <Ψ_E''|Ψ_E> = δ(E−E''). This overlap contains a product of two principal values, which needs care when E'' approaches E. For real x and y and small positive η, a common denominator shows that

1/[(x+iη)(y+iη)] = [1/(x+iη) − 1/(y+iη)]/(y−x). (11)

The numerator on the right vanishes at y = x, so the quotient is regular there. As η → 0,

1/(x+iη) = (x−iη)/(x²+η²) → P(1/x) − iπ δ(x). (12)

The real part of (11) is then P(1/x) P(1/y) − π² δ(x)δ(y) on the left, and on the right the same quotient with principal values. Hence

P(1/x) P(1/y) = [P(1/x) − P(1/y)]/(y−x) + π² δ(x)δ(y). (13)

Let double primes mark quantities at E'', and set x = E−E', y = E''−E', so that y−x = E''−E. From (4) and (7),

<Ψ_E''|Ψ_E> = a''a {1 + ∫ V_E'² [P(1/y) + z''δ(y)] [P(1/x) + zδ(x)] dE'}. (14)

The integral has three parts. By (13) and (9), the product of principal values gives

[F(E) − F(E'')]/(E''−E) + π² V_E² δ(E−E''). (15)

The two mixed products give z V_E²/(E''−E) and z''V_E''²/(E−E''). Their sum, with (10), is

[(E−E_φ−F(E)) − (E''−E_φ−F(E''))]/(E''−E) = −1 − [F(E) − F(E'')]/(E''−E). (16)

The product of delta functions gives z² V_E² δ(E−E''). When everything is added, the 1 in (14) cancels the −1 in (16), and the quotients of F in (15) and (16) cancel. Only delta functions remain:

<Ψ_E''|Ψ_E> = a² V_E² (π² + z²) δ(E−E''). (17)

Eigenstates of different energy are thus orthogonal, and unit normalization requires

a² = 1/[V_E²(π²+z²)] = V_E²/[(E−E_φ−F)² + π²V_E⁴]. (18)

This is the weight of φ per unit energy. If V_E² and F are constant over the line, (18) is a Lorentzian centred at E_φ+F. It falls to half its maximum where |E−E_φ−F| = πV_E², so its full width at half maximum is

Γ = 2πV_E². (19)

**Mixing angle and phase shift**

Measure the energy from the shifted level in units of the half-width:

ε = (E − E_φ − F)/(Γ/2) = z/π. (20)

Define an angle Δ between 0 and π by cot Δ = −ε. Then

sin Δ = 1/√(1+ε²), cos Δ = −ε/√(1+ε²). (21)

Equation (18) becomes a² = sin²Δ/(π²V_E²). The overall sign of Ψ_E is free, so take a = sin Δ/(πV_E). The coefficient of ψ_E from the delta function in (7) is z V_E a = ε sin Δ = −cos Δ. Thus

Ψ_E = [sin Δ/(πV_E)] Φ_E − cos Δ ψ_E, (22)

Φ_E = φ + P∫ V_E' ψ_E'/(E−E') dE'. (23)

The state Φ_E is the discrete state together with its admixture of continuum states at other energies.

For a continuum with one outgoing particle, Δ is an additional scattering phase. Let ψ_E vary at large distance r as sin(kr+δ₀), up to a smooth amplitude. With constant δ₀ this form applies to a potential that falls off faster than 1/r. For an electron leaving a positive ion, the phase also contains a term that grows as ln r; it varies much more slowly than kr and can be carried along in δ₀ without changing the result below. In the principal-value integral, energies near E dominate at large r, where φ itself vanishes. With u = k'−k, both E'−E ≈ (dE/dk)u and dE' ≈ (dE/dk)du hold near E, so dE'/(E−E') = du/(−u). The complex wave e^{i(k'r+δ₀)} equals e^{i(kr+δ₀)} e^{iur}, and P∫ e^{iur}/(−u) du = −iπ for r > 0. Taking the imaginary part of the corresponding complex wave shows that Φ_E behaves as −πV_E cos(kr+δ₀). Equation (22) then gives −sin Δ cos(kr+δ₀) − cos Δ sin(kr+δ₀) = −sin(kr+δ₀+Δ). The phase rises by nearly π as E passes through an isolated narrow resonance.

**The transition profile**

Project (22) on T|i>:

<Ψ_E|T|i> = [sin Δ/(πV_E)] <Φ_E|T|i> − t_E cos Δ. (24)

Define the dimensionless ratio

q = <Φ_E|T|i>/(πV_E t_E), (25)

<Φ_E|T|i> = <φ|T|i> + P∫ V_E' t_E'/(E−E') dE'. (26)

With (21), equation (24) becomes

<Ψ_E|T|i> = t_E (q sin Δ − cos Δ) = t_E (q+ε)/√(1+ε²), (27)

and its square is the Fano profile:

|<Ψ_E|T|i>|²/t_E² = (q+ε)²/(1+ε²). (28)

Under the stated assumptions this holds at each energy, with q, Γ and F evaluated at that energy. The reference strength t_E² is that of the continuum without coupling to φ.

The sign of q does not depend on the sign conventions for the states. Reversing φ reverses both Φ_E and V_E. Reversing all ψ_E reverses both V_E and t_E but leaves Φ_E unchanged. In either case (25) is unchanged.

The asymmetry comes from interference between the two terms in (24). As E crosses the resonance, cos Δ changes sign while sin Δ does not, so the terms interfere constructively on one side and destructively on the other. For constant q, differentiation of (28) gives

d/dε [(q+ε)²/(1+ε²)] = 2(q+ε)(1−qε)/(1+ε²)². (29)

The profile vanishes at ε = −q. For q ≠ 0 its maximum is at ε = 1/q, where

(q+1/q)²/(1+1/q²) = 1+q². (30)

Positive q places the zero below the resonance and the maximum above it; negative q reverses the order. For large |q| and |ε| much smaller than |q|, the profile approaches q²/(1+ε²), a Lorentzian peak. For q = 0 it is ε²/(1+ε²) = 1 − 1/(1+ε²), a symmetric dip to zero. The condition q = 0 means that the whole amplitude (26) vanishes, which is not the same as a vanishing direct amplitude <φ|T|i>.

**Resonance position, observed width and decay**

The shift depends on energy, so the resonance energy E_r is defined here as the solution of

E_r = E_φ + F(E_r). (31)

Near it, let F' = dF/dE at E_r, with F' < 1. To first order,

E − E_φ − F(E) ≈ (1−F')(E−E_r). (32)

If the variation of V_E² is neglected, substitution into (18) gives

a² ≈ [1/(1−F')] (Γ_r/2π)/[(E−E_r)² + Γ_r²/4], (33)

Γ_r = 2πV²/(1−F'), (34)

where V² is taken at E_r. The observed width is therefore 2πV² when |F'| is much less than 1.

The same quantity sets the decay rate. If the system starts in φ and H has no bound eigenstate, its amplitude to remain there is ∫ a² exp(−iEt/ħ) dE. Inserting (33) and extending the integral over all energies gives a survival probability

P(t) ≈ exp(−Γ_r t/ħ)/(1−F')². (35)

The lifetime is ħ/Γ_r. For F' ≠ 0, equation (35) cannot hold at t = 0, where P = 1: the Lorentzian (33) has total weight 1/(1−F') instead of 1, because it does not describe the far tails of a². Equation (35) also fails at very long times, when the contributions from the edges of the continuum outlast the exponential. In the model below it holds to within 0.5% from 0.2 to 20 lifetimes and breaks down from about 25 lifetimes onward.

Using constant q and Γ_r in (28) requires V_E, t_E, <Φ_E|T|i> and F' to change little over the range of interest. This can fail for a broad line or near a continuum edge. If V_E vanishes at the resonance, the division by V_E² in (10) is not allowed and the state must be treated separately.

**A model worked through**

Let the continuum extend from 0 to 10 eV and put x = (E − 5 eV)/(5 eV). Choose E_φ = 7.5 eV, <φ|T|i> = 0.3 e a₀ and

V_E² = 0.04(1−x²) eV, (36)

t_E = 0.5 √(1−x²) (1−0.5x) e a₀/√eV, (37)

with V_E positive. In the shift integral, dE'/(E−E') = dx'/(x−x'). Writing 1−x'² = (1−x²) + (x−x')(x+x') separates off the singular part. Since P∫dx'/(x−x') = ln[(1+x)/(1−x)] and ∫(x+x')dx' = 2x over −1 < x' < 1,

F = 0.04 G eV, G = (1−x²) ln[(1+x)/(1−x)] + 2x. (38)

For the indirect part of (26), write 1−0.5x' = (1−0.5x) + 0.5(x−x'). The second term cancels the denominator and leaves 0.5∫(1−x'²)dx' = 2/3. With the prefactor √0.04 × 0.5 = 0.1,

P∫ V_E' t_E'/(E−E') dE' = 0.1[(1−0.5x)G + 2/3] e a₀. (39)

Solving (31) numerically gives E_r = 7.5747 eV, or x = 0.5149. The shift F(E_r) is therefore 0.0747 eV. Because V_E² falls with energy here, the maximum of the full expression (18) lies slightly above E_r, at 7.5759 eV. The coupling and width are

V² = 0.04(1−0.5149²) = 0.02939 eV,

Γ = 2π × 0.02939 = 0.1847 eV.

Differentiating (38) gives F' = (0.04/5){4 − 2x ln[(1+x)/(1−x)]} = 0.0226. Hence

Γ_r = 0.1847/(1−0.0226) = 0.1890 eV,

and the lifetime is 3.48 fs.

At E_r, t_E = 0.3183 e a₀/√eV and the indirect amplitude (39) is 0.2053 e a₀. With V = 0.1714 √eV,

q = (0.3000 + 0.2053)/(π × 0.1714 × 0.3183) = 2.95.

The direct amplitude alone would give 1.75, so the indirect path matters here. With constant parameters, the maximum ratio is 1+q² = 9.69 at ε = 0.339, or E = 7.607 eV. The zero is predicted at

E_r − qΓ_r/2 = 7.5747 − 2.948 × 0.1890/2 = 7.296 eV.

With energy-dependent parameters the zero is at 7.309 eV. The difference of 0.013 eV is about 7% of Γ_r. Below the resonance q is smaller, which moves the zero up, while V_E² is larger, which moves it down; the net displacement is upward.

**Numerical check**

The numerical check replaces the continuum by 2000 levels spaced by 0.005 eV and diagonalizes the full matrix. Its eigenvectors have unit norm, so their squared amplitudes are divided by the local level spacing before comparison with energy-normalized states. Within 5Γ of E_r, the largest difference between the matrix ratio and (28) is 1.3 × 10⁻⁴ in absolute terms, for a ratio that reaches about 9.96. The matrix also places the zero at 7.309 eV.

The decay of φ, computed from the matrix eigenstates between one and three lifetimes, gives a width of 0.1889 eV. This supports (34) over the uncorrected 0.1847 eV. The survival probability after one lifetime is 0.386, compared with e⁻¹ = 0.368; the prefactor in (35) accounts for the excess, since 0.368/(1−0.0226)² = 0.385.

For |ε| ≤ 4, replacing q, Γ, F' and t_E by their values at resonance changes the transition strength by at most 4.3% of the constant-parameter peak. When V² is reduced to one quarter and <φ|T|i> to one half, which keeps q nearly fixed, this figure falls to 1.0%, as expected for a line that samples a narrower part of the continuum.

Calculated quantities

```
continuum: 0 to 10.0 eV; E_phi = 7.500 eV
V_E^2 at band centre = 0.040 eV
direct amplitude <phi|T|i> = 0.300 e a0
t_E at band centre = 0.500 e a0/sqrt(eV); tilt = -0.50
shift F at E_phi = 0.07296 eV
resonance energy E_r = 7.57467 eV
x at E_r = 0.51493
shift F at E_r = 0.07467 eV
V^2 at E_r = 0.029394 eV
V at E_r = 0.17145 sqrt(eV)
Gamma = 2 pi V^2 at E_r = 0.18469 eV
slope F' at E_r = 0.02262
corrected width Gamma/(1-F') = 0.18896 eV
width from matrix decay = 0.18890 eV
lifetime hbar/corrected width = 3.4833 fs
survival at 1 and 3 lifetimes = 0.38555, 0.05221
t_E at E_r = 0.31826 e a0/sqrt(eV)
indirect amplitude at E_r = 0.20528 e a0
<Phi|T|i> at E_r = 0.50528 e a0
q at E_r = 2.9476
q from direct amplitude alone = 1.7501
constant-q maximum 1+q^2 = 9.6884 at eps = 0.3393
energy of that maximum = 7.60672 eV
zero, constant parameters = 7.29618 eV
zero, energy-dependent formula = 7.30929 eV
zero, matrix = 7.30929 eV
integral of a^2 over continuum = 1.0000000
matrix: 2000 continuum levels, spacing 0.0050 eV
E (eV)    eps       q(E)     ratio matrix  ratio formula
6.91724   -5.9803  2.2363     0.38128     0.38128
7.26699   -3.0087  2.5745     0.01876     0.01876
7.47626   -1.0137  2.8188     1.60699     1.60698
7.57499    0.0034  2.9481     8.71108     8.71121
7.60451    0.3185  2.9887     9.92987     9.92996
7.66873    1.0234  3.0804     8.22565     8.22562
7.83801    3.0252  3.3472     4.00011     4.00011
8.05776    6.0154  3.7604     2.57002     2.57002
largest profile error in window = 1.3e-04
largest phase-condition error = 5.1e-08
PV product: left side = 0.986627
PV product: regular part = -6.298624
PV product: delta part = 7.285251
constant-parameter error for |eps| <= 4, as fraction of 1+q^2 peak:
  full V^2: 0.0426; V^2/4: 0.0101
```
